Exact and Born scattering by a Coulomb charge in two dimensions

PROBLEM

A particle of mass m and wavenumber k moves in a plane and meets a fixed point charge. Write the potential as

V(r) = ħ²Z/(m r),

where Z is an inverse length, positive for repulsion and negative for attraction. The Sommerfeld parameter is η = Z/k. The band is parabolic and isotropic, and the scattering is elastic. The angle θ runs from −π to π, so the differential cross-section dσ/dθ is a length per radian.

(a) Find the exact dσ/dθ for θ ≠ 0.
(b) Find it in the first Born approximation.
(c) Compare the two at |η| = 1. How does the comparison depend on angle, on the sign of the charge and on η?
(d) Take an electron of mass 0.5 mₑ in a layer between two insulators of mean dielectric constant κ = 12. Find the energy at which |η| = 1, both cross-sections at 90°, and the mobility set by 10¹² charges per cm².

HINTS

1. Try ψ = e^{ikx} g(u) with u = r − x. The wave equation becomes an ordinary differential equation for g.
2. Far from the charge, g has two parts. One multiplies the plane wave, the other turns it into a circular wave. Their ratio is the scattering amplitude.
3. The Born amplitude needs the two-dimensional Fourier transform of 1/r. Damp the integral by e^{−λr} and let λ → 0 at the end.
4. For the mobility, weight each deflection by 1 − cos θ, the fraction of forward momentum lost.

SOLUTION

(a) The exact cross-section

Multiplying the Schrödinger equation by −2m/ħ² gives

(∇² + k² − 2kη/r) ψ = 0.

For u = r − x, with x = r cos θ, we need

∂u/∂x = cos θ − 1 = −u/r,
|∇u|² = 2 − 2 cos θ = 2u/r,
∇²u = ∇²r = 1/r.

Inserting ψ = e^{ikx} g(u), the term −k²g from the plane wave cancels +k²g. What remains is

(2u/r) g″ + (1/r) g′ − 2ik(u/r) g′ − (2kη/r) g = 0.

Multiplication by r/2 removes r:

u g″ + (1/2 − iku) g′ − kη g = 0.

With s = iku, so that d/du = ik d/ds, division by ik gives

s g″ + (1/2 − s) g′ + iη g = 0.

A power series g = Σ cₙsⁿ obeys (n+1)(n+1/2) cₙ₊₁ = (n − iη) cₙ. This is the confluent hypergeometric series ₁F₁(a; b; s) with a = −iη and b = 1/2. The second solution starts as √u = √(2r) |sin(θ/2)|. It has a kink across the positive x axis, where the potential is smooth, so it is rejected.

The behaviour at large w = ku follows from the integral

₁F₁(a; b; iw) = Γ(b)/[Γ(a)Γ(b−a)] ∫₀¹ e^{iwt} t^{a−1} (1−t)^{b−a−1} dt.

Expanding the exponential and using the beta integral term by term returns the series. The integral converges for a = ε − iη with small ε > 0, and we let ε → 0 at the end. The path from 0 to 1 may be replaced by one going up from t = 0 and coming down to t = 1, because e^{iwt} vanishes high in the upper half-plane. On the first leg t = iy, and for large w small y dominates:

i^a ∫₀^∞ e^{−wy} y^{a−1} dy = i^a Γ(a) w^{−a}.

On the second leg t = 1 + iy and 1 − t = −iy, which gives

e^{iw} (−i)^{b−a} Γ(b−a) w^{a−b}.

Corrections to each leg are smaller by a factor of order 1/w. After multiplication by the prefactor, ε can be set to zero. The powers of i become

i^{−iη} = e^{πη/2},
(−i)^{1/2+iη} = e^{−iπ/4} e^{πη/2}.

Since Γ(1/2) = √π and kx + w = kr, the wave far from the charge is

ψ ≈ √π e^{πη/2} { e^{i(kx + η ln w)}/Γ(1/2+iη) + e^{−iπ/4} e^{ikr} w^{−1/2−iη}/Γ(−iη) }.

The first term is the incident wave. Its phase carries a logarithm because the 1/r potential never becomes negligible, but its magnitude is constant and its current tends to that of a plane wave. The second term is an outgoing circular wave. With w = 2kr sin²(θ/2), dividing it by the incident magnitude gives, apart from a constant phase,

f(θ) e^{i(kr − η ln 2kr)}/√r,

f(θ) = e^{−iπ/4} [Γ(1/2+iη)/Γ(−iη)] e^{−iη ln sin²(θ/2)} / [√(2k) sin(|θ|/2)].

Both waves have the same speed far away, so dσ/dθ = |f|². The separation requires w ≫ 1. At any fixed θ ≠ 0 this holds for large enough r, but at θ = 0 it never does, so the forward direction is excluded.

The reflection formula Γ(z)Γ(1−z) = π/sin πz supplies the magnitudes. With z = 1/2 + iη,

|Γ(1/2+iη)|² = π/cosh πη.

With z = iη and Γ(1−iη) = −iη Γ(−iη),

|Γ(iη)|² = π/(η sinh πη).

Their quotient is η tanh πη, and therefore

dσ/dθ = η tanh(πη) / [2k sin²(θ/2)]  (exact).

The right side is even in η, so attraction and repulsion give the same cross-section.

(b) The first Born cross-section

Move the potential to the right side: (∇² + k²)ψ = (2Z/r)ψ. The outgoing Green function with (∇² + k²)G = δ is

G(R) = −(i/4) H₀⁽¹⁾(kR).

Near R = 0 it behaves as (1/2π) ln R, whose flux through a small circle is 1, as required. Far away

G ≈ −(i/4) √(2/πkR) e^{i(kR−π/4)}.

The first Born approximation replaces ψ on the right by e^{ikx}. With R ≈ r − r̂·r′ in the phase, the amplitude is

f_B = −(i/4) √(2/πk) e^{−iπ/4} · 2Z · I(q),

I(q) = ∫ e^{−iq·r} (1/r) d²r,  q = 2k sin(|θ|/2).

Here q is the magnitude of the wavevector change. The area element r dr dφ cancels 1/r. Damping the integral and integrating over r first,

I(q) = lim ∫₀^{2π} dφ/(λ + iq cos φ) = lim 2π/√(λ² + q²) = 2π/q.

Hence

|f_B|² = (1/16)(2/πk)(4Z²)(4π²/q²) = 2πZ²/(kq²).

Substituting Z = ηk and q² = 4k² sin²(θ/2),

dσ/dθ = πη² / [2k sin²(θ/2)]  (first Born).

(c) The comparison

The angular factor cancels in the quotient:

Born/exact = πη/tanh(πη).

At |η| = 1 this is π/tanh π = 3.1416/0.99627 = 3.153. Born is too large by this factor at every nonzero angle, for either sign of the charge. The shape of the angular distribution therefore gives no warning: Born has the right shape and the wrong size.

For small η, tanh y ≈ y − y³/3 gives

Born/exact ≈ 1 + π²η²/3.

The condition for Born is thus π²η²/3 ≪ 1, which is stricter than η² ≪ 1 suggests. The full formula gives 1.033 at η = 0.1, 1.48 at η = 0.4 and 9.42 at η = 3. For large |η| the ratio grows as π|η|.

The classical cross-section explains the other end of the scale. Let v be the speed and b the impact parameter. For repulsion the force is C/r² with C = ħ²Z/m. Measure the polar angle φ from the symmetry axis of the orbit. Angular momentum conservation gives dt = r² dφ/(vb) in magnitude, and φ sweeps from −(π−θ)/2 to (π−θ)/2. The momentum change lies along the axis:

2mv sin(θ/2) = (C/vb) ∫ cos φ dφ = (2C/vb) cos(θ/2).

With mv = ħk this becomes b = (η/k) cot(θ/2). In a plane the cross-section is |db/dθ|, so

dσ/dθ = η/[2k sin²(θ/2)]  (classical, repulsion).

Exact/classical is tanh(πη), or 0.996 at η = 1. The classical cross-section is already within 0.4% of the exact one there, while Born is off by a factor of three. This agreement concerns the cross-section of a bare 1/r potential; it does not make the motion classical in other respects.

(d) Numbers for a channel

A point charge at the boundary of two insulators has a radial field E. The flux of the displacement field through the two half-spheres is 2πr²ε₀(ε₁ + ε₂)E = e. The potential in the plane is therefore that of a medium with κ = (ε₁ + ε₂)/2. For a charge of magnitude e, |Z| = 1/a*, where a* is the effective Bohr radius:

a* = a₀ κ/(m/mₑ) = 24 a₀ = 1.270 nm.

The condition |η| = 1 means k = 1/a* = 0.787 nm⁻¹. The energy ħ²k²/2m is then one effective Rydberg:

E₁ = (Rydberg energy) × 0.5/12² = 47.2 meV.

At 300 K, k_BT is 25.85 meV, so E₁ is 1.8 k_BT, an ordinary thermal energy. In general η² = E₁/E. The small-η formula puts Born within about 10% of the exact result when η² ≈ 0.03, or E ≈ 33 E₁ ≈ 1.6 eV. A parabolic band cannot be assumed so high, so this model has no useful thermal range for Born with these parameters.

At 90°, 2 sin²(θ/2) = 1, and

exact: dσ/dθ = 0.9963 × 1.270 nm = 1.265 nm/rad,
Born: dσ/dθ = π × 1.270 nm = 3.990 nm/rad.

For the mobility, call the numerator of the cross-section S: S = η tanh πη (exact) or πη² (Born). Since 1 − cos θ = 2 sin²(θ/2), the momentum-transfer cross-section is finite:

σ_tr = ∫ (1 − cos θ)(dσ/dθ) dθ = 2πS/k.

It equals 7.95 nm exactly treated and 25.07 nm in Born. For independent charges of density n_i, the momentum relaxation rate is

1/τ = n_i (ħk/m) σ_tr = n_i h S/m,

where h = 2πħ. Hence

μ = eτ/m = e/(n_i h S).

For n_i = 10¹² cm⁻² and electrons at E₁, this gives 243 cm²/Vs with the exact S and 77 cm²/Vs with Born. Born underestimates this impurity-limited mobility by the same factor of 3.15.

These parameters are rough values for monolayer MoS₂ between SiO₂ and HfO₂, and the trap density is a rough working value. Several assumptions need sizing:

• Carrier screening. In a dilute gas of density n, a weak and slowly varying potential energy U changes the density by −nU/k_BT. The induced charge multiplies the Fourier component at q by the factor q/(q + q_s), with q_s = e²n/(2ε₀κk_BT). At n = 10¹¹ cm⁻², near threshold, q_s = 0.029 nm⁻¹. The Born cross-section then falls by 5% at 90°, and the Born σ_tr by 10%. As Born values these are upper estimates, because the gas responds less to a potential that varies within a thermal wavelength. They do not bound the change of the exact result: solving the radial equation with the same screened potential at |η| = 1 lowers σ_tr by about 21% for repulsion and 7% for attraction. At 10¹² cm⁻² q_s would be ten times larger, and the bare 1/r model is then poor.
• Degeneracy. With fourfold spin and valley degeneracy, n divided by the thermal density of states 4mk_BT/(2πħ²) is 0.009, so Boltzmann statistics are adequate at the lower density.
• Gate. A metal 10 nm away removes the long-range field. The product of q and this distance reaches 1 at θ = 7.3°, so angles of this size and below are not described.
• Independent charges. The mean free path 1/(n_iσ_tr) is 12.6 nm and the trap spacing is 10 nm. Both are several times 1/k = 1.27 nm, but not so much larger that interference between traps is excluded.
• Bound electrons. An attractive charge can bind an electron, with an energy of 4E₁ = 189 meV for the bare 1/r potential. With so deep a level, most attractive charges would be neutral even at 300 K, if the gate maintains 10¹¹ free carriers per cm² in addition to the bound ones. The setback and layer polarizability of the second variation reduce the binding to about 59 meV, and then roughly 10 to 25% are neutralized, depending on the degeneracy of the level. For attraction, n_i counts only the charges that remain charged.

Phonons and other defects are left out. The mobilities are therefore results for one mechanism in this model, not device predictions. The second variation treats two further effects: the polarizability of the layer and the distance of the charge from it.

VARIATION 1: A THERMAL GAS

Question. Replace electrons at E₁ by a Boltzmann gas at 300 K. Does the factor 3.15 survive in the mobility?

Solution. To first order in a field of strength F, the distribution changes by an amount proportional to eFτv_x(−∂f₀/∂E). The current contains a further v_x. In a plane v_x² averages to E/m over directions, and the density of states is constant. With f₀ ∝ e^{−E/k_BT} and x = E/k_BT,

μ = (e/m) ∫₀^∞ x τ(x) e^{−x} dx = [e/(n_i h)] ∫₀^∞ x e^{−x}/S(η) dx,  η² = E₁/(x k_BT).

In Born, 1/S = x k_BT/(πE₁), and ∫x²e^{−x}dx = 2. Thus

μ_Born = [e/(n_i h π)] × 2k_BT/E₁.

The first factor is the single-energy value, so μ_Born = 77.0 × 51.70/47.24 ≈ 84 cm²/Vs. The exact S requires numerical quadrature, which gives 241 cm²/Vs. The ratio is 2.86 instead of 3.15. This ratio is the average of Born/exact over x with the weight x/S_Born · e^{−x}, which is proportional to x²e^{−x}. The mean energy under this weight is 3k_BT = 78 meV, which lies above E₁. Most of the weight therefore falls where η < 1 and Born is less wrong. At a much lower temperature the thermal ratio would instead exceed 3.15. The factor π/tanh π belongs to one energy.

VARIATION 2: A POLARIZABLE LAYER AND A CHARGE SET BACK FROM IT

Question. Let the charge lie d = 0.4 nm from the electron plane, and let the layer itself be polarizable. Does Born remain too large at every angle when |η| = 1?

Solution. The setback changes 1/r to 1/√(r² + d²), whose transform is 2πe^{−qd}/q. A sheet of polarizability α acquires the charge density −αq²φ in a potential φ. This charge produces the potential −αqφ/(2ε₀κ). Solving for φ divides the external potential by 1 + qr₀, with r₀ = α/(2ε₀κ). A rough vacuum length α/(2ε₀) = 4 nm gives r₀ = 4/12 = 0.333 nm. The Born numerator becomes

S_B(θ) = π [e^{−qd}/(1 + qr₀)]².

At 90°, q = √2 k = 1.114 nm⁻¹. The bracket is e^{−0.445}/1.371 = 0.467, and S_B = 0.686 instead of π.

The full result needs numerical work. Writing 1/(1 + qr₀) = ∫₀^∞ e^{−s(1+qr₀)} ds turns the transform back into a potential in the plane, with 1/r replaced by

v(r) = ∫₀^∞ e^{−s} ds / √(r² + (d + sr₀)²).

For each angular momentum the radial equation was integrated outward and joined to Coulomb waves at large r, where v approaches 1/r. The partial waves were then summed. Refining the potential, the joining radius and the number of partial waves together changed no S by more than 10⁻⁵. The values of S = 2k sin²(θ/2) dσ/dθ are:

θ: Born; repulsive; attractive
60°: 1.050; 0.987; 0.527
90°: 0.686; 0.943; 0.180
120°: 0.499; 0.908; 0.061
180°: 0.383; 0.879; 0.018

For repulsion, Born/full falls from 1.06 at 60° to 0.44 at 180°, so Born becomes too small. For attraction it rises from 1.99 to 21.6. Both the independence of angle and the equality of the two signs are lost; they are properties of the bare 1/r potential.

The momentum-transfer cross-section is 7.55 nm for repulsion and 3.38 nm for attraction, against 7.95 nm for the point charge in the plane. The change is −5% in the first case and −57% in the second.

Born gives 7.99 nm for both signs in this layer. It exceeds the full value by a factor of 1.06 for repulsion and 2.36 for attraction. The near agreement for repulsion is a cancellation: Born is too small at 90° and beyond, and too large at 60° and below. For electrons near positive oxide charges that have not been neutralized by a bound electron, the second factor applies, within this model and at this one energy.

The model treats the layer as a sheet of zero thickness. A real monolayer is about 0.65 nm thick, so q times its thickness is near 0.7 at 90°, and its permittivity is close to κ. Take instead a slab of that thickness, with ε = 13.3 or with 15 in the plane and 6.4 across it, between ε = 3.9 and 20.1. With the charge on the high-ε side, the two factors become 1.1 to 1.3 and 2.4 to 2.6. With the charge on the low-ε side they become 2.1 and 3.2 to 3.4, and Born is still too large at 180° for repulsion. The near agreement for repulsion and the size of both factors therefore depend on the sheet model and on which oxide holds the charge.

Numbers in the example were calculated in double precision.
